# A failing check and its repair

Subject: Why the measured permittivity is not a Landau model's background permittivity.

```python
"""Double counting of ferroelectric response in a Landau-Poisson model.

Result under test: with D = eps0*eps_b*E + P and f'(P) = E, the measured
small-signal permittivity is eps_m = eps_b + chi, chi = 1/(eps0*f''(Pr)).
Using eps_m in place of eps_b while P still responds counts chi twice and
underestimates the polarization loss. The field is underestimated too if
the true state lies above the spinodal.

P: soft ferroelectric polarization; Q: hard linear polarization;
Pr: remanent P at zero field; q: magnitude of negative interface charge;
E_f, E_d: fields in film and dielectric, positive along P;
d_f, d_d: their thicknesses; eps_d: dielectric permittivity;
lam: vacuum-equivalent screening length of each electrode.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize

eps0 = const.epsilon_0
nm = 1e-9
uC = 1e-2       # one uC/cm2 in C/m2
MVcm = 1e8      # one MV/cm in V/m

# Rough typical values for a hafnium-zirconium oxide / alumina capacitor;
# the background permittivity is a model choice.
Pr = 20 * uC
q_trap = 17 * uC
eps_m = 30.0
eps_b = 16.0
eps_d = 9.0
d_f = 10 * nm
d_d = 4 * nm
chi = eps_m - eps_b


def landau_coefficients(soft_susceptibility):
    alpha = 1 / (2 * eps0 * soft_susceptibility)
    return alpha, alpha / Pr**2


coef = landau_coefficients(chi)
alpha, beta = coef


def layer_fields(pol, eps_film, thickness, charge, lam=0.0):
    """Gauss's law at the interface and zero total voltage."""
    matrix = np.array([
        [-eps0 * eps_film, eps0 * eps_d],
        [d_f + lam * eps_film, thickness + lam * eps_d]])
    return np.linalg.solve(matrix, [pol - charge, -lam * pol / eps0])


def relax(eps_film, thickness, charge, coefficients=coef, lam=0.0):
    """Equilibrium reached from the positive remanent state."""
    a, b = coefficients
    top = np.sqrt(a / b)

    def imbalance(pol):
        field = layer_fields(pol, eps_film, thickness, charge, lam)[0]
        return -a * pol + b * pol**3 - field

    low = 1e-9 * top
    if imbalance(low) >= 0:
        return 0.0, 0.0, 0.0
    pol = brentq(imbalance, low, top, xtol=1e-16, rtol=1e-14)
    fields = layer_fields(pol, eps_film, thickness, charge, lam)
    return pol, fields[0], fields[1]


def full_energy(x, thickness, charge, lam=0.0):
    """Energy per area with P and Q explicit; no eps_b enters."""
    P, Q = np.asarray(x) * Pr
    Ef, Ed = layer_fields(P + Q, 1.0, thickness, charge, lam)
    Df = eps0 * Ef + P + Q
    Dd = eps0 * eps_d * Ed
    film = -alpha * P**2 / 2 + beta * P**4 / 4
    film += Q**2 / (2 * eps0 * (eps_b - 1)) + eps0 * Ef**2 / 2
    return (d_f * film + thickness * eps0 * eps_d * Ed**2 / 2
            + lam * (Df**2 + Dd**2) / (2 * eps0))


# Direct minimization against the reduced Landau-Poisson model.
lam_electrode = 0.02 * nm
for thickness, charge, lam in [(d_d, q_trap, 0.0),
                               (6 * nm, 0.0, 0.0),
                               (d_d, q_trap, lam_electrode)]:
    found = minimize(full_energy, [1.0, 0.0],
                     args=(thickness, charge, lam), method="Nelder-Mead",
                     options=dict(xatol=1e-9, fatol=1e-16,
                                  maxiter=3000, maxfev=6000))
    P_min, Q_min = found.x * Pr
    E_min = layer_fields(P_min + Q_min, 1.0, thickness, charge, lam)[0]
    P_red, E_red, _ = relax(eps_b, thickness, charge, lam=lam)
    assert abs(P_min - P_red) < 1e-5 * Pr
    assert abs(E_min / E_red - 1) < 1e-4


# Small-signal permittivity by finite differences of D(E) at remanence.
def soft_polarization(field):
    return brentq(lambda p: -alpha * p + beta * p**3 - field,
                  Pr / np.sqrt(3), 1.5 * Pr, xtol=1e-16, rtol=1e-14)


def small_signal(background):
    step = 1e5
    up = eps0 * background * step + soft_polarization(step)
    down = -eps0 * background * step + soft_polarization(-step)
    return (up - down) / (2 * step * eps0)


eps_check = small_signal(eps_b)
eps_double = small_signal(eps_m)
assert abs(eps_check / eps_m - 1) < 1e-5
assert abs(eps_double / (eps_m + chi) - 1) < 1e-5

# Main example and the four combinations of polarization and permittivity.
r = eps_d * d_f / d_d
P_true, E_true, Ed_true = relax(eps_b, d_d, q_trap)
P_wrong, E_wrong, Ed_wrong = relax(eps_m, d_d, q_trap)
E_frozen_b = layer_fields(Pr, eps_b, d_d, q_trap)[0]
E_frozen_m = layer_fields(Pr, eps_m, d_d, q_trap)[0]
E_closed = -(P_true - q_trap) / (eps0 * (eps_b + r))
assert abs(E_true / E_closed - 1) < 1e-10
assert P_true < P_wrong < Pr
assert abs(E_wrong) < abs(E_true) < abs(E_frozen_b)
assert abs(E_frozen_m - E_true) < abs(E_wrong - E_true)
assert abs(E_frozen_m - E_true) < abs(E_frozen_b - E_true)


# The linearized field must have an error of second order in Pr - q.
def linear_error(residual, background):
    exact = relax(background, d_d, Pr - residual)[1]
    linear = -residual / (eps0 * (background + chi + r))
    return abs(exact - linear)


for background in (eps_b, eps_m):
    order_ratio = (linear_error(0.002, background)
                   / linear_error(0.001, background))
    assert abs(order_ratio - 4) < 0.1

# Random Landau functions with a sixth-order term, solved on a grid.
rng = np.random.default_rng(7)
x = np.linspace(1, 0, 20001)
n_cases, n_above = 300, 0
for _ in range(n_cases):
    bg, soft = rng.uniform(4, 20), rng.uniform(5, 25)
    ratio, comp = rng.uniform(5, 100), rng.uniform(0.01, 0.9)
    shape = rng.uniform(0, 3)
    # Field in units of Pr/eps0, with slope 1/soft at x = 1.
    drive = x * (x**2 - 1) * (x**2 + shape) / (2 * soft * (1 + shape))
    states, fields = [], []
    for background in (bg, bg + soft):
        load = (x - comp) / (background + ratio)
        index = np.flatnonzero(drive + load <= 0)[0]
        states.append(x[index])
        fields.append(load[index])
    assert states[0] < states[1]
    if states[0] > x[np.argmin(drive)]:
        n_above += 1
        assert fields[0] > fields[1]
assert n_above > 50

# Uncompensated stack: closed form, field counterexample, critical thickness.
thick = 6 * nm
P6, E6, _ = relax(eps_b, thick, 0.0)
P6w, E6w, _ = relax(eps_m, thick, 0.0)
K6 = eps_b + eps_d * d_f / thick
assert abs(P6 - Pr * np.sqrt(1 - 2 * chi / K6)) < 1e-10 * Pr
assert P6 < Pr / np.sqrt(3) and P6 < P6w and abs(E6) > 0
assert abs(E6) < abs(E6w)


def hessian_determinant(thickness):
    h = 1e-3
    pp = 2 * full_energy([h, 0], thickness, 0.0) / h**2
    qq = 2 * full_energy([0, h], thickness, 0.0) / h**2
    pq = (full_energy([h, h], thickness, 0.0)
          - full_energy([h, -h], thickness, 0.0)) / (2 * h**2)
    return pp * qq - pq**2


d_critical = brentq(hessian_determinant, 1 * nm, 50 * nm, xtol=1e-16)
assert abs(d_critical / (eps_d * d_f / (2 * chi - eps_b)) - 1) < 1e-4
P8 = relax(eps_b, 8 * nm, 0.0)[0]
P8w = relax(eps_m, 8 * nm, 0.0)[0]
P_far_wrong = relax(eps_m, 1e6 * nm, 0.0)[0]
assert P8 == 0 and P8w > 0 and P_far_wrong > 0

# Intrinsic coercive field from the numerical extremum of f'(P).
p_grid = np.linspace(0, Pr, 100001)
E_intrinsic = -np.min(-alpha * p_grid + beta * p_grid**3)
assert abs(E_intrinsic / (2 * alpha * Pr / (3 * np.sqrt(3))) - 1) < 1e-8

# Direct tunnelling through alumina between metal-like reservoirs, at T = 0.
# Rough barrier and mass; a limited supply of trap states slows the process.
barrier = 2.8 * const.e
tunnel_mass = 0.3 * const.m_e
drop = abs(Ed_true) * d_d
eV = const.e * drop
assert eV < barrier


def tunnel_action(depth):
    top = barrier + depth
    integral = 2 * d_d / (3 * eV) * (top**1.5 - (top - eV)**1.5)
    return 2 * np.sqrt(2 * tunnel_mass) / const.hbar * integral


depth_test = 0.2 * const.e
numeric_action = 2 * np.sqrt(2 * tunnel_mass) / const.hbar * d_d * quad(
    lambda s: np.sqrt((barrier + depth_test - eV * s) / const.e),
    0, 1)[0] * np.sqrt(const.e)
assert abs(tunnel_action(depth_test) / numeric_action - 1) < 1e-9
depth = np.linspace(0, 2 * const.e, 4001)
J = (4 * np.pi * const.m_e * const.e / const.h**3
     * trapezoid(np.exp(-tunnel_action(depth)) * np.minimum(depth, eV), depth))
tunnel_time = (P_true - q_trap) / J

# Electrode screening and operation at 85 C, both with fixed trapped charge.
E_screen = relax(eps_b, d_d, q_trap, lam=lam_electrode)[1]
E_screen_w = relax(eps_m, d_d, q_trap, lam=lam_electrode)[1]
T_room, T_hot, T_zero = 300.0, 358.0, 720.0   # T_zero is a rough value
hot = (alpha * (T_zero - T_hot) / (T_zero - T_room), beta)
Pr_hot = np.sqrt(hot[0] / hot[1])
assert Pr_hot > q_trap
E_hot = relax(eps_b, d_d, q_trap, hot)[1]
E_hot_w = relax(eps_m, d_d, q_trap, hot)[1]
breakdown_rough = 8 * MVcm
coercive_rough = 1.2 * MVcm

print(f"Pr, trapped q = {Pr/uC:.1f}, {q_trap/uC:.1f} uC/cm2")
print(f"film, alumina thickness = {d_f/nm:.1f}, {d_d/nm:.1f} nm")
print(f"eps_m, eps_b, chi = {eps_m:.1f}, {eps_b:.1f}, {chi:.1f}")
print(f"eps_d, r = {eps_d:.1f}, {r:.2f}")
print(f"alpha = {alpha:.4e} m/F")
print(f"beta = {beta:.4e} m5/(F C2)")
print(f"intrinsic coercive field = {E_intrinsic/MVcm:.3f} MV/cm")
print(f"small-signal eps, correct model = {eps_check:.3f}")
print(f"small-signal eps, double-counted = {eps_double:.3f}")
print(f"P, correct = {P_true/uC:.4f} uC/cm2")
print(f"P, double-counted = {P_wrong/uC:.4f} uC/cm2")
print(f"P loss, correct = {(Pr-P_true)/uC:.4f} uC/cm2")
print(f"P loss, double-counted = {(Pr-P_wrong)/uC:.4f} uC/cm2")
print(f"P loss underestimated by {100*(1-(Pr-P_wrong)/(Pr-P_true)):.1f} %")
print(f"E_f, Landau P + eps_b = {E_true/MVcm:.4f} MV/cm")
print(f"E_f, Landau P + eps_m = {E_wrong/MVcm:.4f} MV/cm")
print(f"E_f, frozen Pr + eps_b = {E_frozen_b/MVcm:.4f} MV/cm")
print(f"E_f, frozen Pr + eps_m = {E_frozen_m/MVcm:.4f} MV/cm")
print(f"field underestimated by {100*(1-E_wrong/E_true):.1f} %")
print(f"frozen Pr + eps_m error = {100*(E_frozen_m/E_true-1):.1f} %")
print("eps_b varied at fixed eps_m: correct, double-counted E_f")
for trial in (5.0, 10.0, 16.0, 22.0):
    c = landau_coefficients(eps_m - trial)
    e1 = relax(trial, d_d, q_trap, c)[1] / MVcm
    e2 = relax(eps_m, d_d, q_trap, c)[1] / MVcm
    print(f"  eps_b {trial:4.1f}: {e1:.4f}, {e2:.4f} MV/cm")
print(f"random cases: {n_cases}, above spinodal: {n_above}")
print("Uncompensated stacks (q = 0): correct, double-counted")
print(f"  spinodal P = {Pr/np.sqrt(3)/uC:.3f} uC/cm2")
print(f"  6 nm alumina, P = {P6/uC:.3f}, {P6w/uC:.3f} uC/cm2")
print(f"  6 nm alumina, E_f = {E6/MVcm:.3f}, {E6w/MVcm:.3f} MV/cm")
print(f"  8 nm alumina, P = {P8/uC:.3f}, {P8w/uC:.3f} uC/cm2")
print(f"  critical alumina, correct = {d_critical/nm:.3f} nm")
print(f"  P at 1 mm, double-counted = {P_far_wrong/uC:.3f} uC/cm2")
print("Neglected effects, main example (rough inputs)")
print(f"  alumina field = {Ed_true/MVcm:.3f} MV/cm")
print(f"  rough breakdown field = {breakdown_rough/MVcm:.1f} MV/cm")
print(f"  alumina field / breakdown = {Ed_true/breakdown_rough:.2f}")
print(f"  rough measured coercive = {coercive_rough/MVcm:.1f} MV/cm")
print(f"  |E_f| / measured coercive = {abs(E_true)/coercive_rough:.2f}")
print(f"  alumina voltage drop = {drop:.3f} V")
print(f"  tunnel barrier = {barrier/const.e:.1f} eV")
print(f"  tunnel mass = {tunnel_mass/const.m_e:.1f} electron masses")
print(f"  tunnel current = {J*1e-4:.1e} A/cm2")
print(f"  charge compensation time = {tunnel_time:.1e} s")
print(f"  electrode screening length = {lam_electrode/nm:.3f} nm each")
print(f"  screened E_f, correct = {E_screen/MVcm:.3f} MV/cm")
print(f"  screened E_f, double = {E_screen_w/MVcm:.3f} MV/cm")
print(f"  room, hot, Landau T0 = {T_room:.0f}, {T_hot:.0f}, {T_zero:.0f} K")
print(f"  Pr at hot temperature = {Pr_hot/uC:.2f} uC/cm2")
print(f"  hot E_f, correct = {E_hot/MVcm:.3f} MV/cm")
print(f"  hot E_f, double = {E_hot_w/MVcm:.3f} MV/cm")
print("all tests passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 96, in <module>
    assert abs(P_min - P_red) < 1e-5 * Pr
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failed check compares the reduced model with a free minimization over both polarizations. I attribute the failure to the uncompensated stack, whose energy has two mirror-image minima at +P and −P: the simplex search could overshoot into the negative one, while the reduced model follows the positive one. The hard polarization is now eliminated by exact numerical minimization of its parabolic energy, and the soft polarization is then minimized between 0 and Pr, on the branch that the claim concerns. The physics, the tested cases and the tolerances are unchanged.

The change:

```diff
@@ -17,5 +17,5 @@
 from scipy import constants as const
 from scipy.integrate import quad, trapezoid
-from scipy.optimize import brentq, minimize
+from scipy.optimize import brentq, minimize_scalar
 
 eps0 = const.epsilon_0
@@ -71,5 +71,5 @@
 
 def full_energy(x, thickness, charge, lam=0.0):
-    """Energy per area with P and Q explicit; no eps_b enters."""
+    """Energy per area with P and Q explicit, x = (P, Q)/Pr."""
     P, Q = np.asarray(x) * Pr
     Ef, Ed = layer_fields(P + Q, 1.0, thickness, charge, lam)
@@ -82,14 +82,24 @@
 
 
-# Direct minimization against the reduced Landau-Poisson model.
+def best_hard_part(x_soft, thickness, charge, lam):
+    """Q/Pr of least energy: the energy is an exact parabola in Q."""
+    minus, zero, plus = [full_energy([x_soft, y], thickness, charge, lam)
+                         for y in (-1.0, 0.0, 1.0)]
+    return (minus - plus) / (2 * (plus + minus - 2 * zero))
+
+
+# Direct minimization on the positive branch against the reduced model.
+# Without interface charge the energy also has a mirror minimum at -P.
 lam_electrode = 0.02 * nm
-for thickness, charge, lam in [(d_d, q_trap, 0.0),
-                               (6 * nm, 0.0, 0.0),
-                               (d_d, q_trap, lam_electrode)]:
-    found = minimize(full_energy, [1.0, 0.0],
-                     args=(thickness, charge, lam), method="Nelder-Mead",
-                     options=dict(xatol=1e-9, fatol=1e-16,
-                                  maxiter=3000, maxfev=6000))
-    P_min, Q_min = found.x * Pr
+for case in [(d_d, q_trap, 0.0),
+             (6 * nm, 0.0, 0.0),
+             (d_d, q_trap, lam_electrode)]:
+    thickness, charge, lam = case
+    found = minimize_scalar(
+        lambda s: full_energy([s, best_hard_part(s, *case)], *case),
+        bounds=(0.0, 1.0), method="bounded",
+        options=dict(xatol=1e-10, maxiter=500))
+    P_min = found.x * Pr
+    Q_min = best_hard_part(found.x, *case) * Pr
     E_min = layer_fields(P_min + Q_min, 1.0, thickness, charge, lam)[0]
     P_red, E_red, _ = relax(eps_b, thickness, charge, lam=lam)
```

Output now:

```
Pr, trapped q = 20.0, 17.0 uC/cm2
film, alumina thickness = 10.0, 4.0 nm
eps_m, eps_b, chi = 30.0, 16.0, 14.0
eps_d, r = 9.0, 22.50
alpha = 4.0336e+09 m/F
beta = 1.0084e+11 m5/(F C2)
intrinsic coercive field = 3.105 MV/cm
small-signal eps, correct model = 30.000
small-signal eps, double-counted = 44.000
P, correct = 19.1619 uC/cm2
P, double-counted = 19.3432 uC/cm2
P loss, correct = 0.8381 uC/cm2
P loss, double-counted = 0.6568 uC/cm2
P loss underestimated by 21.6 %
E_f, Landau P + eps_b = -0.6342 MV/cm
E_f, Landau P + eps_m = -0.5041 MV/cm
E_f, frozen Pr + eps_b = -0.8801 MV/cm
E_f, frozen Pr + eps_m = -0.6454 MV/cm
field underestimated by 20.5 %
frozen Pr + eps_m error = 1.8 %
eps_b varied at fixed eps_m: correct, double-counted E_f
  eps_b  5.0: -0.6092, -0.4260 MV/cm
  eps_b 10.0: -0.6223, -0.4587 MV/cm
  eps_b 16.0: -0.6342, -0.5041 MV/cm
  eps_b 22.0: -0.6418, -0.5577 MV/cm
random cases: 300, above spinodal: 253
Uncompensated stacks (q = 0): correct, double-counted
  spinodal P = 11.547 uC/cm2
  6 nm alumina, P = 6.222, 12.293 uC/cm2
  6 nm alumina, E_f = -2.267, -3.085 MV/cm
  8 nm alumina, P = 0.000, 11.335 uC/cm2
  critical alumina, correct = 7.500 nm
  P at 1 mm, double-counted = 5.164 uC/cm2
Neglected effects, main example (rough inputs)
  alumina field = 1.586 MV/cm
  rough breakdown field = 8.0 MV/cm
  alumina field / breakdown = 0.20
  rough measured coercive = 1.2 MV/cm
  |E_f| / measured coercive = 0.53
  alumina voltage drop = 0.634 V
  tunnel barrier = 2.8 eV
  tunnel mass = 0.3 electron masses
  tunnel current = 1.5e-07 A/cm2
  charge compensation time = 1.4e+01 s
  electrode screening length = 0.020 nm each
  screened E_f, correct = -0.806 MV/cm
  screened E_f, double = -0.638 MV/cm
  room, hot, Landau T0 = 300, 358, 720 K
  Pr at hot temperature = 18.57 uC/cm2
  hot E_f, correct = -0.320 MV/cm
  hot E_f, double = -0.256 MV/cm
all tests passed
```
